# Grading a contact for uniform injection beneath an ideal metal

## The problem

A thin semiconductor layer of uniform sheet resistance $R_s$ and width $W$ lies under a metal contact of length $L$. A current $I_0$ flows along the layer and enters the region beneath the metal at its front edge. The far edge is open, so all of $I_0$ must cross into the metal. The metal is ideal: its whole length is at one potential, taken as zero. The interface is ohmic, with a contact resistivity $\rho$ that may vary along the contact but is everywhere positive.

Let $s$ be the distance from the far edge, so that the front edge is at $s=L$. The contact resistivity at the far edge is given as $\rho(0)=\rho_{\min}$.

1. Which profile $\rho(s)$ makes the current density $J$ through the interface uniform?
2. What does this uniformity cost in contact resistance?

Take $R_s=100$ ohm/sq, $\rho_{\min}=10^{-8}$ ohm cm², $L=200$ nm, $W=1$ µm and $I_0=1$ mA.

## A tempting solution

Let $V(s)$ be the layer potential and $I(s)$ the current in the layer, positive when it flows from the front towards the far edge, that is, towards smaller $s$. Potential falls along the flow, so it rises with $s$. The layer current also rises with $s$, because less of it has yet been lost to the metal:

$$\frac{dV}{ds}=\frac{R_s I}{W},\qquad \frac{dI}{ds}=WJ,\qquad J=\frac{V}{\rho}.$$

Differentiating the first relation and inserting the second gives

$$\frac{d^2V}{ds^2}=R_sJ. \tag{1}$$

For a constant contact, $\rho=\rho_{\min}$, this becomes $V''=V/L_T^2$ with the transfer length $L_T=\sqrt{\rho_{\min}/R_s}$. The open edge requires $I(0)=0$, hence $V'(0)=0$, which selects

$$V(s)=V(0)\cosh(s/L_T),\qquad J(s)=J(0)\cosh(s/L_T).$$

Injection is too strong at the front by the factor $\cosh(s/L_T)$. It seems enough to raise the resistivity by the same factor:

$$\rho_{\text{try}}(s)=\rho_{\min}\cosh(s/L_T).$$

Here $L_T=\sqrt{10^{-8}/100}$ cm $=100$ nm, so the front resistivity would be $\rho_{\min}\cosh 2=3.76\times10^{-8}$ ohm cm².

## Where it fails

The argument divides the voltage of the old contact by the resistivity of the new one. Changing $\rho$ redistributes the current, and this changes $V(s)$.

Equation (1) exposes the contradiction. If $\rho_{\text{try}}$ gave a uniform density $J_0$, the voltage would be $V=J_0\rho_{\min}\cosh(s/L_T)$. Its second derivative, with $\rho_{\min}/L_T^2=R_s$, is $R_sJ_0\cosh(s/L_T)$. Equation (1) demands $R_sJ_0$. The two agree only at $s=0$.

The direction of the error also follows. Insert $V=\rho J$ into (1), with $\rho=\rho_{\text{try}}$ and $\rho''=R_s\rho/\rho_{\min}$:

$$\rho J''+2\rho'J'+\frac{R_s\rho}{\rho_{\min}}J=R_sJ.$$

Moving the third term to the right and multiplying by $\rho$ gives

$$(\rho^2J')'=R_s\rho J\left(1-\frac{\rho}{\rho_{\min}}\right).$$

Because $V'(0)=0$ and $V''=R_sV/\rho$ has the sign of $V$, the voltage moves away from zero as $s$ grows and never changes sign. The total current into the metal is positive, so $V>0$ and $J>0$ everywhere. The right side is then negative for $s>0$. Since $V'(0)=\rho'(0)=0$, also $J'(0)=0$, and therefore $J'<0$ for $s>0$. The tempting profile overcorrects: injection now falls towards the front.

## The right solution

Impose uniformity first and let it determine the voltage. Because all of $I_0$ crosses an area $WL$, the density must be $J_0=I_0/(WL)$. Integrating $dI/ds=WJ_0$ from the open edge gives

$$I(s)=WJ_0s=I_0\frac{s}{L}.$$

The voltage gradient is therefore linear:

$$\frac{dV}{ds}=\frac{R_s}{W}\,WJ_0s=R_sJ_0s.$$

One more integration, with $V(0)=J_0\rho_{\min}$, gives

$$V(s)=J_0\left(\rho_{\min}+\frac{R_ss^2}{2}\right),$$

and division by $J_0$ gives the required profile:

$$\boxed{\rho(s)=\rho_{\min}+\frac{R_ss^2}{2}}$$

The resistivity must rise quadratically from the open edge towards the front. Layer current accumulates linearly with $s$, and its ohmic voltage accumulates once more. The curvature $R_s$ does not depend on $L$, $W$ or $I_0$; the additive constant is free until $\rho_{\min}$ is specified.

This shows that uniform injection requires the profile. The converse needs uniqueness. Suppose two voltage solutions exist for this $\rho(s)$ and the same $I_0$, and let $u$ be their difference. Then $u''=R_su/\rho$, and $u'=0$ at both ends because the end currents agree. Multiply by $u$ and integrate by parts:

$$\int_0^L\frac{R_su^2}{\rho}\,ds=\int_0^Luu''\,ds=\big[uu'\big]_0^L-\int_0^Lu'^2\,ds=-\int_0^Lu'^2\,ds.$$

The left side cannot be negative and the right side cannot be positive, so both vanish and $u=0$. The uniform solution is the one that occurs.

The tempting answer is the right one in a limit. Expanding it,

$$\rho_{\min}\cosh(s/L_T)=\rho_{\min}+\frac{R_ss^2}{2}+\frac{\rho_{\min}s^4}{24L_T^4}+\dots,$$

so the two agree to leading order in the grading when $L\ll L_T$. In that limit the constant contact already injects almost uniformly.

## The cost in resistance

The contact resistance is the front voltage divided by the current:

$$R_c=\frac{V(L)}{I_0}=\frac{1}{WL}\left(\rho_{\min}+\frac{R_sL^2}{2}\right)=\frac{\rho_{\min}}{WL}+\frac{R_sL}{2W}.$$

Dissipation confirms this and shows where the power goes. In the layer,

$$P_{\text{layer}}=\frac{R_s}{W}\int_0^L\left(\frac{I_0s}{L}\right)^2ds=I_0^2\frac{R_sL}{3W}.$$

At the interface,

$$P_{\text{int}}=WJ_0^2\int_0^L\rho\,ds=\frac{I_0^2}{WL^2}\left(\rho_{\min}L+\frac{R_sL^3}{6}\right)=I_0^2\left(\frac{\rho_{\min}}{WL}+\frac{R_sL}{6W}\right).$$

Since $1/3+1/6=1/2$, the sum is $I_0^2R_c$.

For the constant contact, the front condition $V'(L)=R_sI_0/W$ gives $V(0)\sinh(L/L_T)/L_T=R_sI_0/W$. Hence

$$R_{\text{const}}=\frac{V(0)\cosh(L/L_T)}{I_0}=\frac{R_sL_T}{W}\coth\frac{L}{L_T}.$$

This falls with length towards a finite limit. The graded contact behaves differently, because lengthening it raises its front resistivity. At fixed $\rho_{\min}$ and $R_s$,

$$\frac{d(WR_c)}{dL}=-\frac{\rho_{\min}}{L^2}+\frac{R_s}{2}=0\quad\Rightarrow\quad L=\sqrt2\,L_T.$$

The second derivative, $2\rho_{\min}/L^3$, is positive, so this is a minimum. There $R_sL^2/2=\rho_{\min}$, the front resistivity is $2\rho_{\min}$, and $WR_c=\sqrt{2R_s\rho_{\min}}$.

## Numbers

The front resistivity is

$$\rho(L)=10^{-8}+\tfrac12(100)(2\times10^{-5})^2=3.00\times10^{-8}\ \text{ohm cm}^2.$$

The tempting value is 25% above this. At the midpoint, $s=100$ nm, the correct value is $1.50\times10^{-8}$ ohm cm². A straight ramp between the same end values would give $2.00\times10^{-8}$ ohm cm² there; a resistor-ladder calculation finds that its injection departs from the mean by up to 30%.

The uniform density is $J_0=10^{-3}/(10^{-4}\times2\times10^{-5})=5\times10^5$ A/cm². The interface voltage rises from 5 mV at the far edge to 15 mV at the front, so

$$R_c=5\ \text{ohm}+10\ \text{ohm}=15\ \text{ohm}.$$

Of the 15 µW dissipated, 6.67 µW is lost in the layer and 8.33 µW at the interface.

A constant contact of the same length and $\rho_{\min}$ has $R_{\text{const}}=10\coth2=10.37$ ohm. Its front injects $\cosh2=3.76$ times as strongly as its far edge, and $(L/L_T)\coth(L/L_T)=2.07$ times the mean. Grading removes this crowding at the price of 45% more resistance. Shortening the graded contact to 141 nm lowers its resistance only to 14.14 ohm, while the mean density rises as $1/L$.

## Finite thickness and resistive metal

The sheet description ignores voltage differences across the layer thickness $t$. Let $z$ be the height above the layer bottom; the bulk resistivity is $R_st$. Consider

$$V(s,z)=C+\frac{R_sJ_0}{2}(s^2-z^2).$$

It satisfies Laplace's equation, since the two second derivatives cancel. The upward current density is $-(R_st)^{-1}\partial V/\partial z=J_0z/t$, zero at the bottom and $J_0$ at the top. The lateral density towards the far edge is $J_0s/t$, independent of $z$ and zero at $s=0$. Setting $V(s,t)=J_0\rho(s)$ gives the same quadratic law. It therefore survives finite thickness if current enters evenly over the depth.

The mean front voltage exceeds the top value by $\frac12R_sJ_0(t^2-t^2/3)=R_sJ_0t^2/3$. For $t=30$ nm this adds $R_st^2/(3WL)=0.15$ ohm. With a 100 nm access region before the contact, entry is not quite even; a two-dimensional calculation then gives injection within about 0.5% of its mean, with the largest departure at the front corner.

Now let the metal have sheet resistance $R_m$. The interface voltage is $u=V-V_m$. If the metal lead is at the front, the metal carries $I_0s/L$ towards larger $s$, so $V_m'=-R_mJ_0s$ and $u'=(R_s+R_m)J_0s$. The law keeps its form with $R_s$ replaced by $R_s+R_m$.

If the lead is at the far edge, the metal carries $I_0(L-s)/L$ towards smaller $s$, so $V_m'=R_mJ_0(L-s)$. Integrating $u'=R_sJ_0s-R_mJ_0(L-s)$ and dividing by $J_0$ gives

$$\rho(s)=\rho_{\min}+\frac{(R_s+R_m)s^2}{2}-R_mLs,$$

provided this is positive. Here $\rho_{\min}$ still denotes the far-edge value $\rho(0)$, but the true minimum now lies inside the contact, so the monotonic rise depends on the metal being ideal or its lead being at the front.

## Beside a real contact

The parameters are rough values for a silicide on heavily doped n-type silicon; 200 nm is long for the most advanced transistors. With a thickness of 30 nm and an optimistic mobility of 100 cm²/Vs, the assumed layer implies an electron density of $N=2.1\times10^{20}$ cm⁻³. Mobilities in silicon at this density are nearer 50–60 cm²/Vs, so a real layer of the same density would have to be almost twice as thick to reach 100 ohm/sq; at 55 nm the two-dimensional departure from uniform injection would grow from about 0.5% to about 1.6%. The estimates below keep the assumed values. For a parabolic depletion barrier of height $\phi$ and width $w=\sqrt{2\epsilon\phi/(q^2N)}$, where $q$ is the elementary charge, $\epsilon$ the permittivity and $m$ the tunnelling mass, the WKB exponent at the band edge is

$$\frac{2}{\hbar}\int_0^w\sqrt{2m\phi}\left(1-\frac yw\right)dy=\frac{w\sqrt{2m\phi}}{\hbar}=\frac{\phi}{E_{00}},\qquad E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\epsilon}}.$$

With a rough mass of 0.3 electron masses and relative permittivity 11.7, $E_{00}\approx0.14$ eV (143 meV before rounding). If $\rho\propto e^{\phi/E_{00}}$ and prefactors are ignored, tripling $\rho$ needs a barrier increase of $E_{00}\ln3\approx0.16$ eV. In so heavily doped a layer the Fermi level lies above the band edge, and tunnelling near that level makes the required increase slightly larger. The figure also depends on the mass, which in silicon depends on direction: the transverse mass of 0.19 gives $E_{00}\approx0.18$ eV and an increase of about 0.20 eV. The smooth parabolic barrier is itself crude here. It is about 2 nm wide, comparable to the donor spacing of 1.7 nm, and its peak field of about 6 MV/cm makes the neglected image-force lowering appreciable. These values are therefore estimates of scale only, and achieving such a change smoothly over 200 nm is an idealization.

Taken separately, with the quadratic profile held fixed, the neglected effects disturb injection by these largest departures from its mean:

- A metal of 5 ohm/sq gives 2.2% with its lead at the front and 4.9% with it at the far edge.
- A 0.6 eV barrier depletes 1.9 nm of the layer, raising $R_s$ to about 107 ohm/sq, and gives 3.0%. This holds the band bending at 0.6 eV everywhere; adding the Fermi level and the rise of the barrier along the contact brings it to about 3.6%.
- A rough nonlinear law, $J=(E_{00}/q\rho)(e^{qV/E_{00}}-1)$, gives 3.5%. This is a forward-bias form, whereas current flowing from n-type silicon into the metal is reverse bias, so the figure illustrates sensitivity to nonlinearity and is not a prediction for this contact; a WKB tunnelling current in reverse bias gives nearer 1%.

If $\rho$ is graded through doping, $R_s$ also varies. The same integration then gives $\rho(s)=\rho_{\min}+\int_0^sR_s(s')s'\,ds'$, which is generally not quadratic. The numerical output below lists the assumed parameters and the main results.

## Table of computed values

```
Layer sheet resistance R_s: 100 ohm/sq
Far-edge contact resistivity: 1.00e-08 ohm cm2
Contact length L: 200 nm
Contact width W: 1.0 um
Layer thickness t: 30 nm
Current: 1.0 mA
Temperature: 300 K
Transfer length L_T: 100.0 nm
Mean injection density: 5.00e+05 A/cm2
s = 0 nm: rho = 1.000e-08 ohm cm2, V = 5.00 mV
s = 50 nm: rho = 1.125e-08 ohm cm2, V = 5.63 mV
s = 100 nm: rho = 1.500e-08 ohm cm2, V = 7.50 mV
s = 150 nm: rho = 2.125e-08 ohm cm2, V = 10.63 mV
s = 200 nm: rho = 3.000e-08 ohm cm2, V = 15.00 mV
Front/far resistivity ratio: 3.000
Ladder unevenness, quadratic profile: 2.5e-12
Inverse design, largest relative difference: 1.2e-07
Unevenness, linear ramp: 30.0 %
Graded contact resistance: 15.000 ohm
Constant contact resistance: 10.373 ohm
Resistance ratio graded/constant: 1.446
Constant contact, front/far injection: 3.762
Constant contact, peak/mean injection: 2.075
Power in layer: 6.667 uW
Power at interface: 8.333 uW
Best graded length: 141.4 nm
Resistance at best length: 14.142 ohm
Thickness effect, even entry: 0.150 ohm
Thickness effect, access region: 0.147 ohm
2D unevenness, 1 nm grid: 0.41 %
2D unevenness, 0.5 nm grid: 0.44 %
Metal sheet resistance: 5.0 ohm/sq
Unevenness, metal lead at far edge: 4.87 %
Unevenness, metal lead at front: 2.21 %
Rough mobility: 100 cm2/Vs
Implied electron density: 2.08e+20 cm^-3
Rough tunnelling mass: 0.3 electron masses
Relative permittivity: 11.7
Rough barrier: 0.6 eV
Tunnelling energy E00: 143 meV
Thermal energy kT: 25.9 meV
Barrier change for the grading: 0.157 eV
Depletion width: 1.93 nm
Sheet resistance with depletion: 106.9 ohm/sq
Unevenness from depletion: 3.03 %
Unevenness from nonlinearity: 3.46 %
Drift velocity at front: 1.00e+05 cm/s
```
